Valley splitting of a silicon dot bisected by an interface step

**Problem**

A quantum dot holds one electron in silicon, pressed by a vertical field F against a (001) interface with an oxide. Vertical confinement leaves two low valleys, at wave vectors +k0 and −k0 along z, where k0 = 0.85·2π/a and a is the cubic lattice constant. The interface couples them, and on a flat interface this opens a valley splitting E_flat. Now let one monatomic step, of height a/4, run across the dot along y at x = 0.

(a) How are the intervalley couplings on the two terraces related?

(b) Find the valley splitting when a fraction p of the electron density lies on the left terrace.

(c) Show that a step which bisects the density reduces the splitting to about 23 percent of E_flat.

(d) Find the leading correction from excited lateral orbitals, and size it for a dot with F = 0.05 MV/cm, a lateral level spacing of 2 meV and E_flat ≈ 0.70 meV.

Assume a sharp interface, no alloy disorder, no other step, and a valley coupling small against the lateral level spacing. The field and the lateral trap strength are the same with and without the step. Spin plays no part.

**Hints**

1. A shift by a/4 along z does not map the silicon crystal onto itself. Which rotation must go with it?

2. Each valley Bloch state is multiplied by a phase under that combined operation. A mirror plane containing z fixes the phase up to a sign, and the sign drops out.

3. The coupling is a complex number. Average it over the density first, and take the modulus afterwards.

4. For (d), remove the mean phase of the two terraces. What remains is a constant part and a part that changes sign at the step.

**Solution**

*(a) The phase between terraces*

Put an atom at the origin, so that the second atom of the cell is at t = (a/4)(1, 1, 1). Let R be the 90° rotation about z, (x, y, z) → (−y, x, z), and let S be the operation r → Rr + t. It takes the atom at the origin to t, and the atom at t to

Rt + t = (a/4)(−1, 1, 1) + (a/4)(1, 1, 1) = (0, a/2, a/2),

which is a lattice vector. S therefore maps the crystal onto itself while raising it by a/4.

S leaves a wave vector along z unchanged. The lowest conduction band is non-degenerate at k0, so its Bloch state φ₊ can only acquire a factor:

S φ₊ = λ φ₊, with |λ| = 1.

To find λ, use the mirror m that exchanges x and y. It too is a crystal symmetry, it leaves k0 and t unchanged, and it multiplies φ₊ by a number. That number cancels in m S m⁻¹, which therefore also has eigenvalue λ. Now m S m⁻¹ is the operation r → R⁻¹r + t. Applying it after S gives

r → R⁻¹(Rr + t) + t = r + R⁻¹t + t = r + (a/2, 0, a/2),

because R⁻¹t = (a/4)(1, −1, 1). This is a pure lattice translation with vertical part a/2. Moving a Bloch state upward by a/2 multiplies it by exp(−ik0a/2), so

λ² = exp(−ik0a/2).

The sign of λ stays open, but λ² is all that is needed. The other valley state is φ₋ = φ₊*, by time reversal without spin. Since S acts on positions alone, S φ₋ = λ* φ₋.

Let f(z) be the smooth vertical envelope on the left terrace and W the interface potential there. The coupling is

M = ⟨f φ₋| W |f φ₊⟩.

On the right terrace the barrier reaches one layer further into the silicon, and the potential is W′ = S W S⁻¹ plus a constant eFa/4 from the field. The constant raises both valleys equally. Its off-diagonal element is negligible, because the product of the two valley states oscillates rapidly under a smooth envelope. The displaced envelope f′ obeys S(f φ₊) = λ f′φ₊ and S(f φ₋) = λ* f′φ₋. Dividing out these factors, and remembering that the bra is conjugated,

M′ = ⟨f′φ₋| W′ |f′φ₊⟩ = ⟨S fφ₋| S W S⁻¹ |S fφ₊⟩ / [(λ*)* λ] = M/λ² = M exp(ik0a/2).

The two couplings have equal modulus and differ by the phase

φ = k0a/2 = 2k0·(a/4) = 0.85π.

A band calculation for silicon with the empirical Cohen–Bergstresser pseudopotential tests this: the eigenvalues of S computed from its Bloch states at ±k0 give a relative phase of 0.8500π.

*(b) The splitting for any division of the density*

Write the lateral wavefunction as χ(x, y). To first order in the coupling, both valleys share the same χ. The step is sharp compared with χ, so the total coupling is the density-weighted mean

M_tot = ∫ |χ|² M(x) dx dy = M [p + (1 − p)e^{iφ}].

In the basis (φ₊, φ₋), apart from a common energy, the Hamiltonian is

H = [[0, M_tot*], [M_tot, 0]].

Its eigenvalues satisfy E² = |M_tot|². The levels are ±|M_tot| and the splitting is 2|M_tot|. On a flat interface it is E_flat = 2|M|, so the ratio r = E_v/E_flat is

r = |p + (1 − p)e^{iφ}|.

Multiplying by the complex conjugate gives

r² = p² + (1 − p)² + 2p(1 − p) cos φ.

Since p² + (1 − p)² = 1 − 2p(1 − p), this becomes

r² = 1 − 2p(1 − p)(1 − cos φ) = 1 − 4p(1 − p) sin²(φ/2).

For p = 0 or p = 1 the dot sees one terrace and r = 1, as it must. The product p(1 − p) is largest at p = 1/2, so at this order bisection is the worst place for a single step.

*(c) The bisected dot*

With p = 1/2, take out the mean phase:

r = ½|1 + e^{iφ}| = ½|e^{iφ/2}| |e^{−iφ/2} + e^{iφ/2}| = |cos(φ/2)|.

With φ = 0.85π,

r = cos(0.425π) = cos 76.5° = 0.233,

which is the required 23 percent. The two halves of the dot contribute couplings of equal size that point in nearly opposite directions in the complex plane. A phase of π would cancel them completely at this order; the missing 0.15π leaves the remainder.

Because the cancellation is nearly complete, the remainder is sensitive to k0. For k0 = 0.83 and 0.87 in units of 2π/a, r is 0.264 and 0.203. The pseudopotential places the band minimum at 0.854, which gives 0.228; enlarging its plane-wave basis moved the minimum by 0.0008. The 23 percent therefore belongs to k0 = 0.85·2π/a: a change of 0.02 in k0, in units of 2π/a, moves it by about 3 percentage points.

*(d) Excited orbitals and a worked dot*

Let Δ = |M| = E_flat/2, and let s(x) = −1 on the left and +1 on the right. Choose the relative phase of the valley states so that the mean phase of the two terraces vanishes. The local coupling is then

Δe^{iφs/2} = Δ cos(φ/2) + i s Δ sin(φ/2).

With Pauli matrices τ acting on the valleys, the perturbation is

V = A τx + B s(x) τy, where A = Δ cos(φ/2) and B = Δ sin(φ/2).

Let |n⟩ be the lateral orbitals, including the effect of the step energy eFa/4, with energies Eₙ. Write Dₙ = Eₙ − E₀ and sₙ = ⟨n|s|0⟩. Bisection means ⟨0|s|0⟩ = 0.

First order gives A τx, with splitting 2A. This is the result of (c).

Second order gives −Σ B²sₙ²τy²/Dₙ, summed over excited n. Since τy² = 1, both valley levels move together and the splitting is unchanged.

Third order has two parts. In the first, the electron goes to orbital n, is acted on by A τx there, and returns:

Σ B²sₙ² A τyτxτy/Dₙ² = −A B² Σ sₙ²/Dₙ² τx,

because τyτxτy = −τx. The second is the standard normalization term, minus the first-order operator times the weight lost to excited orbitals:

−A B² Σ sₙ²/Dₙ² τx.

There is also a term in B³τy. It vanishes for a mirror-symmetric dot, and otherwise it adds in quadrature to the τx term; it is dropped here. The sum of the rest is

E_v = 2A [1 − 2B² Σ sₙ²/Dₙ²].

Orbital mixing therefore lowers the splitting a little further.

Now the numbers. The lateral mass is 0.19 m0, and with ħω = 2.00 meV the oscillator length is l = √(ħ/mω) = 14.16 nm. The flat splitting comes from a lattice model. Vertically it is a chain of atomic layers a/4 = 0.1358 nm apart, with first- and second-neighbour hoppings t₁ = −0.5571 eV and t₂ = 0.5966 eV and an oxide barrier of 3 eV. With θ = ka/4 the chain has the band

E = 2t₁ cos θ + 2t₂ cos 2θ.

Setting the derivative to zero gives cos θ₀ = −t₁/(4t₂) = 0.5571/2.3864 = 0.233, which is k0 = 0.85·2π/a. The size of t₂ reproduces the longitudinal mass, 0.916 m0. Diagonalizing the chain gives

E_flat = 0.698 meV, so Δ = 0.349 meV.

The first-order result for the bisected dot is

E_v = 0.2334 × 0.698 meV = 0.163 meV.

For the correction, B = 0.3492 × sin 76.5° = 0.340 meV. As an estimate, keep the first excited state of a symmetric harmonic dot. It is √2(x/l) times the ground state, and the ground density has a mean |x| of l/√π, so

s₁ = √2 · (1/√π) = √(2/π), and s₁² = 0.637.

The relative reduction is

2B²s₁²/(ħω)² = 2 × 0.1156 × 0.637/4.00 = 0.037.

The full sum, with the true orbitals of the stepped dot, gives 3.8 percent and r = 0.2245. Direct diagonalization of the lateral two-valley model gives 0.2249. With the coupling made twenty times weaker the same model gives 0.2334, the first-order value.

*Where the dot must sit*

The right terrace lies higher in energy by

eFa/4 = 0.005 eV/nm × 0.1358 nm = 0.679 meV,

about a third of the lateral spacing. It pushes charge to the left, so a trap centred on the step does not have a bisected density. The centre c must be moved to the right. In a stationary state the mean force is zero:

(ħω/l²)(⟨x⟩ − c) + (eFa/4)|χ(0)|² = 0,

where |χ(0)|² is now the density per unit length at the step. Taking ⟨x⟩ ≈ 0 and the unperturbed value |χ(0)|² ≈ 1/(l√π),

c ≈ (eFa/4)/(ħω) · l/√π = 0.339 × 7.99 nm = 2.7 nm.

*A direct test of the ratio*

The chain can be extended laterally into a two-dimensional lattice in which the barrier itself is displaced by one layer at x = 0. No phase between terraces is put in by hand. Its density is bisected at c = 2.95 nm, near the estimate. There, on a lateral mesh of 1.5 nm, the splitting is 0.160 meV and r = 0.230, about 1.6 percent below the first-order formula. Halving the mesh at the same c raises r by 0.0014. A graded mesh with a spacing of 0.06 nm at the step gives r = 0.2326, and refining it to 0.04 nm leaves these digits unchanged. Most of the gap was therefore mesh error, and about 0.4 percent remains.

The lattice value lies above the 0.225 of the lateral model mainly because its minimum is displaced: on the graded mesh the smallest ratio, about 0.227, occurs near p = 0.53 and not at bisection. The lattice also lets the vertical state bend near the step, which the lateral model leaves out; that this bending causes the displacement is a conjecture.

Away from bisection the lattice gives:

- c = −10 nm: p = 0.879, r = 0.762; formula 0.772.
- c = 0: p = 0.607, r = 0.291; formula 0.313.
- c = +12 nm: p = 0.174, r = 0.712; formula 0.676.

These values are for the 1.5 nm mesh. On the graded mesh the three lattice ratios become 0.755, 0.282 and 0.721, and the formula then follows the large variation to within about 10 percent of its own value. The lattice lies below it when most of the density is on the left and above it when most is on the right, as if the right terrace counted for slightly more than its share of density. Orbital mixing alone does not explain this change of sign. With p taken, as here, from the density of the two lowest states, the lateral model lies above the formula at all three positions, by about 1.1, 0.7 and 2.2 percent. The bending near the step could do it, but it has not been isolated here.

*Beside real devices*

The parameters describe a silicon MOS dot in rough terms. Valley splittings in such dots are roughly some tenths of a meV, so 0.70 meV is in the upper part of that range. The agreement depends on the low field chosen. The chain's splitting is proportional to F and reaches 2.8 meV at 0.2 MV/cm, a field more usual in MOS dots, so at such fields the sharp-interface chain overestimates E_flat several times. There the terrace energy eFa/4 is 2.7 meV, larger than the lateral spacing, and the numbers of part (d) no longer apply. It is a model value: the chain has silicon's valley position and longitudinal mass but not the chemistry of the oxide bond, which can change E_flat, whereas the size of the coupling cancels from the first-order ratio.

Several neglected effects are small for these numbers. The thermal energy at 0.1 K is 0.0086 meV, about one nineteenth of the stepped splitting. The four in-plane valleys lie about 16 meV higher in a triangular-well estimate. The oxide field is 0.15 MV/cm, far below breakdown, which is roughly 10 MV/cm, and tunnelling through 10 nm of oxide is negligible.

The assumption most open to doubt is that of one straight step in a known place. Moving the trap centre from 2.95 nm to 0 already changes r from 0.23 to about 0.28, and at −10 nm it is about 0.76. A wafer tilt of 0.1° spaces the steps 78 nm apart on average, against a density about 24 nm wide at half maximum, so a single step is plausible. A tilt several times larger puts more than one step under the dot, and the second variation shows that the splitting may then vanish at first order. In Si/SiGe dots, random alloy composition adds a further complex coupling, and the ratio derived here need not hold.

**Variation 1: a step two layers high**

*Replace the monatomic step by one of height a/2, again bisecting the density. What is the ratio?*

Going up two layers applies S twice, so the coupling acquires the phase 2φ = 1.7π. Part (c) then gives

r = |cos(2φ/2)| = |cos(0.85π)| = 0.891.

The higher step does much less harm, because 1.7π is only 0.3π short of a full turn and the two couplings nearly realign. The energy difference between terraces doubles, and with it the estimated displacement of the dot, to 5.4 nm. On the 1.5 nm mesh the two-dimensional lattice is bisected at 5.86 nm and gives r = 0.882; in the fine-mesh limit these become 5.82 nm and 0.881, about 1 percent below the formula. This contrast is a sharper test of the phase than the monatomic step alone: a mechanism that merely weakened the coupling at each step would not restore it at a double one.

**Variation 2: two monatomic steps in the same direction**

*Two upward steps divide the density into fractions q, 1 − 2q and q. Can the splitting vanish?*

The three terraces have phases 0, φ and 2φ. The first-order ratio is

r = |q + (1 − 2q)e^{iφ} + q e^{2iφ}|.

Taking out the factor e^{iφ}, whose modulus is 1,

r = |q e^{−iφ} + (1 − 2q) + q e^{iφ}| = |1 − 2q(1 − cos φ)|.

This is zero when

q = 1/[2(1 − cos φ)] = 1/(2 × 1.891) = 0.264.

A dot with 26, 47 and 26 percent of its density on successive terraces (rounded) therefore has no valley splitting at first order. A single step cannot do this at first order, since its first-order ratio never falls below |cos(φ/2)| = 0.233. With two steps the middle terrace can balance the outer pair, whose combined coupling, 2q cos φ, is real and negative relative to it. At such a point the higher-order terms decide what splitting remains, and the ratio formula is no longer a useful estimate of it.

The numerical output below lists the main values used; its lattice results are for the 1.5 nm mesh unless marked otherwise.

Values computed for the example and the checks

```
lattice constant (input)              0.5431 nm
step height a/4                       0.1358 nm
valley position k0 (input)            0.85 x 2pi/a
masses long., trans. (input)          0.916, 0.19 m0
vertical field (input)                0.05 MV/cm
lateral level spacing (input)         2.00 meV
oxide barrier (input)                 3.0 eV
lateral length sqrt(hbar/(m w))       14.16 nm
phase between terraces, formula       0.8500 pi
phase from silicon Bloch states       0.8500 pi
ratio for bisected dot, formula       0.2334
pseudopotential band minimum          0.8536 x 2pi/a
  shift, cutoff G^2 24 -> 36          +0.0008
  ratio for that minimum              0.2279
ratio for k0 = 0.83                   0.2639
ratio for k0 = 0.87                   0.2028
layer hoppings, first and second      -0.5571, 0.5966 eV
vertical energy, lattice              22.42 meV
vertical energy, triangular well      23.69 meV
flat valley splitting, lattice        0.6984 meV
stepped splitting, formula            0.1630 meV
stepped splitting, lattice            0.1604 meV
ratio, lattice, bisected              0.2297
  left fraction of density            0.5000
  dot centre needed                   2.95 nm from step
  ratio shift, mesh 1.5 -> 0.75 nm    +0.0014
  left fraction on fine mesh          0.4998
  next orbital above ground           2.014 meV
two-layer step: formula, lattice      0.8910, 0.8815
  dot centre needed                   5.86 nm from step
centre -10 nm: left fraction 0.8786, ratio lattice 0.7624, formula 0.7724
centre +0 nm: left fraction 0.6072, ratio lattice 0.2909, formula 0.3129
centre +12 nm: left fraction 0.1737, ratio lattice 0.7122, formula 0.6761
lateral model, coupling / 20: ratio   0.23342
lateral model, full coupling: ratio   0.2249
third-order estimate: ratio           0.2245
third-order relative reduction        3.82 percent
terrace energy difference e F a/4     0.6789 meV
thermal energy at 0.1 K              0.0086 meV
in-plane valleys lie higher by        16.3 meV
oxide field                           0.15 MV/cm
log10 tunnelling factor, 10 nm oxide  -49
step spacing at 0.1 degree tilt        77.8 nm
```
